\section*{Why Weak van der Waals Tunnelling of Bulk Phonons Scales as d⁻⁸}

\section{The result and its reason}

Two equal, flat, isotropic elastic bodies face each other across a vacuum gap $d$. Their only link is the nonretarded van der Waals force, treated as a spring of stiffness $K$ per unit area that is the same for every lateral wavelength. The thermal conductance per area carried by bulk acoustic phonons is
\begin{equation}
h=\frac{B\,k_B^2T}{3\hbar}\,\frac{K^2}{\mu^2},\qquad |K|=\frac{A}{2\pi d^4},
\qquad\text{so}\qquad h\propto\frac{T}{d^{8}} .
\label{law}
\end{equation}
Here $A$ is the Hamaker constant, $\mu$ the shear modulus, and $B$ a number fixed by the ratio of the two sound speeds. With density $\rho$ and transverse speed $c_t$, the law requires
\begin{equation}
\frac{|K|}{\rho c_t}\ll\frac{k_BT}{\hbar}\ll\frac{c_t}{d}.
\label{window}
\end{equation}
The left inequality makes transmission weak at thermal frequencies. The right one makes the lateral wavelengths long compared with the gap, so that a uniform spring is allowed.

The short explanation is that weak transmission goes as $K^2$ and $K$ as $d^{-4}$. This is right at each fixed frequency, but heat is a sum over frequencies, and the slowest phonons are, at most angles, well transmitted. The eighth power survives the sum because a three-dimensional body has few slow phonons. A single channel, treated below, obeys the same rule at each fixed frequency and yet conducts as $d^{-4}$.

\section{The spring}

Let atoms of number density $n$ in one body attract those in the other with pair energy $-C/r^6$. Two layers a distance $L$ apart have the lateral integral
\begin{equation}
\int_0^\infty\frac{2\pi x\,dx}{(x^2+L^2)^3}=\frac{\pi}{2L^4}.
\end{equation}
For depths $z_1,z_2$ we have $L=d+z_1+z_2$, and the pairs of depths with a given sum carry weight $L-d$. The energy per area is therefore
\begin{equation}
E=-\frac{\pi n^2C}{2}\int_d^\infty\frac{L-d}{L^4}\,dL
=-\frac{\pi n^2C}{2}\left(\frac1{2d^2}-\frac1{3d^2}\right)
=-\frac{A}{12\pi d^2},
\end{equation}
with $A=\pi^2n^2C$. The first derivative is a steady attraction, which strains the bodies but carries no heat. The second derivative is the spring:
\begin{equation}
K=\frac{d^2E}{dd^2}=-\frac{A}{2\pi d^4}.
\label{K}
\end{equation}
It is negative, because the attraction grows as the surfaces approach. If $u_1,u_2$ are the surface displacements along the common normal, the energy $\tfrac12K(u_2-u_1)^2$ gives the forces per area $f_1=K(u_2-u_1)$ and $f_2=-f_1$. A uniform spring exerts no tangential force.

\section{How a surface yields}

Take the body $z>0$, with all fields proportional to $e^{iqx-i\omega t}$. Let $c_l$ be the longitudinal speed, and define
\begin{equation}
k_{l,t}=\frac{\omega}{c_{l,t}},\qquad \kappa_{l,t}=\sqrt{q^2-k_{l,t}^2}.
\end{equation}
The root has positive real part, or equals $-i\sqrt{k^2-q^2}$ for an outgoing wave. A longitudinal wave of amplitude $a_l$ and a shear wave of amplitude $a_t$ give
\begin{equation}
(u_x,u_z)=a_l(iq,-\kappa_l)e^{-\kappa_lz}+a_t(\kappa_t,iq)e^{-\kappa_tz}.
\end{equation}
With $D=q^2+\kappa_t^2=2q^2-k_t^2$, the shear stress at $z=0$ must vanish:
\begin{equation}
\frac{\sigma_{xz}}{\mu}=-2iq\kappa_l a_l-Da_t=0
\quad\Rightarrow\quad a_t=-\frac{2iq\kappa_l}{D}a_l .
\end{equation}
For the normal stress, the longitudinal wave has divergence $-k_l^2a_l$. Since $(\lambda+2\mu)k_l^2=\mu k_t^2$, where $\lambda$ is the other Lam\'e constant, its stress is
\begin{equation}
-\lambda k_l^2a_l+2\mu\kappa_l^2a_l
=\mu(-k_t^2+2k_l^2+2q^2-2k_l^2)a_l=\mu Da_l .
\end{equation}
The shear wave adds $-2i\mu q\kappa_ta_t$. Inserting $a_t$,
\begin{equation}
\sigma_{zz}=\frac{\mu a_l}{D}\left(D^2-4q^2\kappa_l\kappa_t\right),\qquad
u_z=-\kappa_la_l+iqa_t=\frac{\kappa_l(2q^2-D)}{D}a_l=\frac{\kappa_lk_t^2}{D}a_l .
\end{equation}
The outward normal is $-z$, so an applied force per area is $f=-\sigma_{zz}$. The compliance $G=u_z/f$ becomes, with $s=qc_t/\omega$ and $\beta=c_t/c_l$,
\begin{equation}
G=\frac{g(s)}{\rho c_t\omega},\qquad
g=-\frac{\sqrt{s^2-\beta^2}}{(2s^2-1)^2-4s^2\sqrt{s^2-\beta^2}\sqrt{s^2-1}} .
\label{g}
\end{equation}
The other body has the same compliance by mirror symmetry. Bulk waves exist for $s<1$. At fixed angle, $G$ falls as $1/\omega$: a given force produces a surface velocity whose size does not depend on frequency, so the displacement shrinks as the vibration quickens.

\section{From compliance to heat}

Let body 1 be warm, and let $u_0$ be the thermal motion its surface would have without the spring. With the spring, $u_1=u_0+Gf_1$ and $u_2=-Gf_1$, so
\begin{equation}
f_1=K(-2Gf_1-u_0)\quad\Rightarrow\quad f_1=-\frac{Ku_0}{1+2KG}.
\end{equation}
The mean power delivered to body 2 is $\tfrac12\mathrm{Re}[f_2^*(-i\omega Gf_2)]=\tfrac12\omega\,\mathrm{Im}G\,|f_1|^2$. The fluctuation--dissipation theorem fixes the free motion. For each $q$ and per interval $d\omega/2\pi$,
\begin{equation}
\langle|u_0|^2\rangle=\frac{8\Theta}{\omega}\,\mathrm{Im}\,G,\qquad
\Theta=\hbar\omega\, n_B(\omega),
\end{equation}
where $n_B$ is the Bose occupation. The zero-point part is omitted because it cancels in the net flow. The power is then $\Theta\mathcal T$, with
\begin{equation}
\mathcal T=\frac{4K^2(\mathrm{Im}\,G)^2}{|1+2KG|^2}.
\label{T}
\end{equation}
For $s<1$ this is the transmission summed over incident longitudinal waves and shear waves polarized in the plane of incidence. Shear waves polarized parallel to the surface have no normal motion and do not couple.

When $|KG|\ll1$ the denominator is one. One factor $K$ in the amplitude turns displacement into force, and power is quadratic in force; hence $K^2$. The sign of $K$ then has no effect.

Differentiating the flow with respect to temperature and summing over wavevectors gives
\begin{equation}
h=\frac1{4\pi^2}\int_0^\infty d\omega\,\hbar\omega\frac{\partial n_B}{\partial T}\int q\,dq\,\mathcal T .
\label{h}
\end{equation}
For weak transmission put $q=s\omega/c_t$:
\begin{equation}
\int q\,dq\,\mathcal T=\frac{\omega^2}{c_t^2}\,\frac{4K^2}{\rho^2c_t^2\omega^2}\int_0^1 s(\mathrm{Im}\,g)^2ds
=\frac{4K^2B}{\mu^2},\qquad B=\int_0^1 s(\mathrm{Im}\,g)^2ds,
\label{cancel}
\end{equation}
using $\mu=\rho c_t^2$. The number of channels grows as $\omega^2$, the transmission of each falls as $\omega^{-2}$, and the product is flat. With $x=\hbar\omega/k_BT$, the remaining integral is
\begin{equation}
\int_0^\infty\hbar\omega\frac{\partial n_B}{\partial T}d\omega
=\frac{k_B^2T}{\hbar}\int_0^\infty\frac{x^2e^x\,dx}{(e^x-1)^2}
=\frac{k_B^2T}{\hbar}\int_0^\infty\frac{2x\,dx}{e^x-1}
=\frac{\pi^2k_B^2T}{3\hbar},
\label{thermal}
\end{equation}
where the middle step is an integration by parts. Combining the last three equations gives Eq.~(\ref{law}).

\section{Why the mode count matters}

Below $\omega\sim|K|/\rho c_t$ the weak form fails, since it would let $\mathcal T$ grow without limit. The true transmission there is at most of order one per channel. This band contributes no more than about $k_B|K|^3/(\rho^3c_t^5)$, so its size relative to Eq.~(\ref{law}) is at most of order $|K|/(\rho c_t)$ divided by $k_BT/\hbar$. The left inequality of Eq.~(\ref{window}) makes it negligible.

Now keep one channel, at normal incidence. There $G=i/(Z_l\omega)$ with $Z_l=\rho c_l$, and Eq.~(\ref{T}) gives
\begin{equation}
\mathcal T=\frac{\omega_c^2}{\omega^2+\omega_c^2},\qquad \omega_c=\frac{2|K|}{Z_l}.
\end{equation}
At any fixed $\omega\gg\omega_c$ this falls as $d^{-8}$. No factor $\omega^2$ suppresses the slow end, however. For $\omega_c\ll k_BT/\hbar$ the phonons that matter are classical, each with $\hbar\omega\,\partial n_B/\partial T=k_B$, and the conductance is
\begin{equation}
\frac{k_B}{2\pi}\int_0^\infty\frac{\omega_c^2\,d\omega}{\omega^2+\omega_c^2}
=\frac{k_B\omega_c}{4}=\frac{k_B|K|}{2Z_l}\propto d^{-4}.
\end{equation}
Widening the gap here narrows a band of well-transmitted phonons; in three dimensions it dims a broad spectrum.

\section{Silica at one kelvin}

Rough typical values for silica are $\rho=2200$ kg/m$^3$, $c_l=6000$ m/s and $c_t=3800$ m/s, so $\mu=31.8$ GPa. The Hamaker constant comes from the nonretarded Lifshitz expression
\begin{equation}
A=\frac{3\hbar}{4\pi}\int_0^\infty d\xi\sum_{m=1}^\infty\frac1{m^3}
\left(\frac{\varepsilon-1}{\varepsilon+1}\right)^{2m},\qquad
\varepsilon(i\xi)=1+\frac{1.1}{1+(\xi/\omega_0)^2},
\end{equation}
with one ultraviolet oscillator at $\hbar\omega_0=13$ eV. Infrared absorption bands are left out; typical silica bands would raise $A$ by about 2\% and $h$ by about 5\%. Quadrature gives $A=0.386$ eV, or $6.18\times10^{-20}$ J. For $d=2$ nm,
\begin{equation}
|K|=\frac{6.18\times10^{-20}\ \mathrm{J}}{2\pi(2\times10^{-9}\ \mathrm{m})^4}
=6.15\times10^{14}\ \mathrm{Pa/m}=0.615\ \mathrm{MPa/nm}.
\end{equation}
At $T=1$ K the three frequencies in Eq.~(\ref{window}) are $7.4\times10^{7}$, $1.31\times10^{11}$ and $1.9\times10^{12}$ rad/s, so both inequalities hold.

Gauss--Legendre quadrature gives $B=0.199$; doubling the mesh changes it by a few parts in $10^{15}$. Then
\begin{equation}
h=\frac{0.199\,k_B^2(1\ \mathrm K)}{3\hbar}
\left(\frac{6.15\times10^{14}}{3.18\times10^{10}}\right)^2\mathrm{m^{-2}}
=4.5\times10^{-5}\ \mathrm{W/(m^2K)}.
\end{equation}
Integrating Eq.~(\ref{h}) over $s<1$ with the full transmission lowers this by 0.08\%, and the local exponent $-d\ln h/d\ln d$ is 7.997. The direction of the small shift follows from Eq.~(\ref{g}). For $s<\beta$, $g$ is imaginary, so $|1+2KG|>1$. For $\beta<s<1$ its real part is negative or zero and its imaginary part is not zero, so a negative $K$ again makes $|1+2KG|>1$. Transmission therefore lies below its weak form at every angle. Reversing the sign of the spring raises $h$ by 0.09\%.

The single channel at the same gap and temperature has conductance $3.2\times10^{-16}$ W/K and exponent 3.999. As a further contrast, I keep $T=1$ K and make the spring a million times stiffer and positive. The bulk conductance then varies as $|K|^{-0.0015}$ instead of $|K|^{2.000}$. With transmission no longer weak, the dependence on stiffness is gone.

\section{Surface waves set a second condition}

The denominator of Eq.~(\ref{g}) vanishes at some $s_R>1$. This is the Rayleigh wave, bound to the surface, with speed $c_R=c_t/s_R$. In equal bodies the two Rayleigh waves are in resonance, and a small $K$ no longer guarantees a small $KG$. Give the wave a linewidth $\gamma$. Near $\omega_R=c_Rq$, with $\Delta=\omega-\omega_R$,
\begin{equation}
G\simeq-\frac{a}{\rho c_t}\,\frac{1}{\Delta+i\gamma/2},\qquad w=\frac{2|K|a}{\rho c_t},
\end{equation}
where $a$ is the dimensionless pole strength. Equation~(\ref{T}), which also holds for damped bodies, becomes for negative $K$
\begin{equation}
\mathcal T=\frac{w^2(\gamma/2)^2}{(\Delta^2+\gamma^2/4)\,[(\Delta+w)^2+\gamma^2/4]} .
\end{equation}
This is $\pi^2w^2$ times a product of two normalized Lorentzians whose centres lie $w$ apart. The integral of such a product is a Lorentzian of width $2\gamma$ evaluated at $w$, so
\begin{equation}
\int\mathcal T\,d\omega=\pi^2w^2\,\frac{1}{\pi}\frac{\gamma}{w^2+\gamma^2}
=\frac{\pi\gamma w^2}{w^2+\gamma^2}.
\label{ray}
\end{equation}
For $w\ll\gamma$ this goes as $K^2$. For $w\gg\gamma$ it equals $\pi\gamma$ and no longer depends on the gap: energy passes back and forth many times before it is absorbed, and absorption sets the pace.

Let $\gamma=\omega/Q$ with constant $Q$. In the weak case, $q\,dq=\omega\,d\omega/c_R^2$ and Eq.~(\ref{thermal}) give
\begin{equation}
h_R=\frac1{4\pi^2}\,\frac{\pi Qw^2}{c_R^2}\,\frac{\pi^2k_B^2T}{3\hbar}
=\frac{\pi Qw^2k_B^2T}{12\hbar c_R^2}.
\label{hR}
\end{equation}
The silica values yield $c_R=3439$ m/s and $a=0.195$. I take $Q=1000$, a rough value for cold silica. At 2 nm, $w=2.9\times10^{7}$ rad/s, against a linewidth of $1.3\times10^{8}$ rad/s at the thermal frequency. Equation~(\ref{hR}) gives $0.033$ W/(m$^2$K). Using Eq.~(\ref{ray}) in full gives $0.030$, because the slower waves have $\gamma<w$. With $T$ and $Q$ fixed and the spring kept uniform at every gap, the conductances in W/(m$^2$K) are:

\begin{center}
\begin{tabular}{cccc}
$d$ (nm) & bulk & Rayleigh & Rayleigh exponent\\
1 & $1.1\times10^{-2}$ & $2.3$ & 3.8\\
2 & $4.5\times10^{-5}$ & $3.0\times10^{-2}$ & 7.6\\
4 & $1.8\times10^{-7}$ & $1.3\times10^{-4}$ & 7.97\\
10 & $1.2\times10^{-10}$ & $8.4\times10^{-8}$ & 8.00
\end{tabular}
\end{center}

With this $Q$, identical bodies and a uniform spring, the surface waves carry from about 200 times the bulk heat at 1 nm to about 730 times at 10 nm. The 10 nm row only shows the trend of the model: there $k_BT/\hbar$ is already a third of $c_t/d$, and the finite wavelength, counting both the surface and the density terms of the next section, lowers the Rayleigh value by nearly half and raises its exponent to about 8.5. Retardation lowers the stiffness at 10 nm by 16\%, which takes a further 29\% from both conductances and adds about 0.45 to their exponents. Within the uniform-spring model the surface waves follow the eighth power at the wider gaps, begin to leave it at 2 nm and are far from it at 1 nm, where the bulk share still obeys it closely. Equation~(\ref{law}) is thus a law for the bulk share, not for all acoustic heat.

\section{Where the uniform spring ends}

Raising the surface of body 1 by $u_1$ adds $nu_1$ atoms per area; raising that of body 2 removes $nu_2$. The cross term in the energy for two surface points a lateral distance $x$ apart is $n^2Cu_1u_2/(x^2+d^2)^3$. Its Fourier transform follows from $X^{-3}=\frac12\int_0^\infty t^2e^{-tX}dt$:
\begin{equation}
\int\!\frac{e^{-i\mathbf q\cdot\mathbf x}\,d^2x}{(x^2+d^2)^3}
=\frac\pi2\int_0^\infty\! t\,e^{-td^2-q^2/4t}dt=\frac{\pi q^2}{4d^2}\mathrm K_2(qd),
\end{equation}
with $\mathrm K_2$ the modified Bessel function. Relative to its value at $q=0$, the coupling is $F(y)=\frac12y^2\mathrm K_2(y)$ with $y=qd$. It starts as $1-y^2/4$ and dies exponentially, because ripples shorter than the gap average out. At 1 K and 2 nm this factor alone lowers the bulk conductance by 0.8\% and the Rayleigh part by 2.3\%. It counts only the moved surfaces. The waves also change the density just beneath them, and in the same pairwise model this gives a correction linear in $qd$. It takes roughly another 1.5\% from the bulk part and brings the total reduction of the Rayleigh part to about 13\%. The estimates below keep the surface term only.

When $k_BT/\hbar\gg c_t/d$, this cutoff acts before the Bose factor, and the phonons that cross are classical. The weak bulk conductance becomes
\begin{equation}
h=\frac{k_BK^2}{\pi^2\mu^2}\int_0^1\! ds\,s(\mathrm{Im}\,g)^2\!\int_0^\infty\! d\omega\,F^2\!\left(\frac{s\omega d}{c_t}\right)
=\frac{k_BK^2c_t}{\pi^2\mu^2d}\int_0^1\!(\mathrm{Im}\,g)^2ds\int_0^\infty\! F^2dy .
\end{equation}
The extra $1/d$ makes this $d^{-9}$. At 300 K and 2 nm, with the elastic constants unchanged, the computed bulk exponent is 8.98; at 1 K it is 8.01. The 300 K figure describes the continuum model, not real silica: about 30\% of that conductance comes from frequencies above 1 THz, where phonons in silica are strongly scattered, and dropping them lowers the exponent to about 8.6. The omitted density term is also not small once $qd$ is of order one. The uniform-spring law is in any case a cryogenic one at nanometre gaps.

Retardation also steepens the fall. The full Lifshitz force gradient, integrated numerically with the same permittivity, is 1.4\% below the nonretarded stiffness at 2 nm, with local exponent 4.03. At 20 $\mu$m the exponent is 5.00 for this permittivity, and about 4.97 if the infrared bands are included.

The negative spring sets a limit at long wavelengths. For $\omega\to0$, $G\to(1-\nu)/(\mu q)$, where $\nu=0.165$ is Poisson's ratio, and $1+2KG$ vanishes at $q=2|K|(1-\nu)/\mu$. Flat free surfaces would be unstable to ripples longer than 194 $\mu$m. The model presumes that finite size or mounting prevents this; thermal wavelengths at 1 K are far shorter.

\section{Beside real silica}

The density and sound speeds are typical of fused silica; $Q$ and the dielectric loss are less certain, and both vary with frequency and temperature. Photons compete as well. In the near field, Eq.~(\ref{h}) applies with
\begin{equation}
\mathcal T_{\rm ph}=\frac{4(\mathrm{Im}\,r)^2e^{-2qd}}{|1-r^2e^{-2qd}|^2},\qquad r=\frac{\varepsilon-1}{\varepsilon+1}.
\end{equation}
A rough microwave permittivity of 3.8 and loss tangent of $5\times10^{-4}$ give $1.3\times10^{-3}$ W/(m$^2$K) at 2 nm. That is 28 times the bulk phonon share and about 4\% of the Rayleigh share. For fixed $\varepsilon$ this part scales as $d^{-2}$, so by 4 nm it exceeds both. Between conducting surfaces held at a fixed potential difference $V=0.1$ V, the added force gradient would be $\varepsilon_0V^2/d^3$, or 1.8\% of $|K|$, enough to raise the bulk conductance by about 3.6\%. On insulating silica the charge cannot flow in step with the thermal vibration, and the same voltage adds several times less stiffness.

Real surfaces are also rough, so there is no single gap. If $d$ varies along the surface with rms deviation $\delta$, and slowly even on the scale of the phonon wavelength (about 180 nm at 1 K), expanding $d^{-8}$ to second order multiplies the mean bulk conductance by $1+36\,\delta^2/d^2$. A deviation of 0.2 nm at 2 nm adds 36\% at this order; for a Gaussian spread the next term, $990\,\delta^4/d^4$, adds about 10\% more, and higher orders bring the total to about 49\%. The value $4.5\times10^{-5}$ W/(m$^2$K) is thus the bulk-phonon part of an ideal model, and a measurement of total heat flow between such surfaces would not isolate it.
